# Capacitance of a metal nanocrystal above a grounded plane, by images: verification in Python

```python
# Result under test: a conducting sphere (radius a, centre height h) above a
# grounded plane in uniform oxide has
#     C/C0 = sinh(alpha) * sum_n 1/sinh(n*alpha),   cosh(alpha) = h/a,
# where C0 = 4*pi*eps*a is the capacitance of the isolated sphere in the oxide.
# Internal lengths are in units of a, potentials in units of the sphere voltage V,
# and charges in units of C0*V. H = h/a. Printed quantities carry their own units.
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.special import eval_legendre


def image_charges(H, k=1.0, count=80):
    """Charges inside the sphere and their heights; k is the plane's image factor."""
    charges, heights = [1.0], [H]
    for _ in range(count - 1):
        distance = H + heights[-1]
        charges.append(k * charges[-1] / distance)
        heights.append(H - 1 / distance)
    return np.array(charges), np.array(heights)


def closed_ratio(H):
    alpha = np.arccosh(H)
    n = np.arange(1, 81)
    return np.sinh(alpha) * np.sum(1 / np.sinh(n * alpha))


def image_potential(x, height, charges, heights):
    x, height = np.asarray(x)[..., None], np.asarray(height)[..., None]
    return np.sum(charges / np.hypot(x, height - heights)
                  - charges / np.hypot(x, height + heights), axis=-1)


ORDERS = np.arange(25)


def multipoles(x, z):
    r = np.hypot(x, z)[:, None]
    return eval_legendre(ORDERS, z[:, None] / r) / r ** (ORDERS + 1)


def basis(x, z, H, k=1.0, H_gate=None, repeats=0):
    """Multipoles about the sphere centre (z=0), reflected in one or two planes."""
    x, z = np.atleast_1d(x).astype(float), np.atleast_1d(z).astype(float)
    period = 0.0 if H_gate is None else 2 * (H + H_gate)
    total = np.zeros((len(x), len(ORDERS)))
    for m in range(-repeats, repeats + 1):
        total += multipoles(x, z - m * period)
        total -= k * multipoles(x, -2 * H - z - m * period)
    return total


MU, WEIGHT = np.polynomial.legendre.leggauss(60)
SINE = np.sqrt(1 - MU**2)


def laplace_solution(H, **options):
    """Fit potential 1 on the sphere; coefficient 0 is the total charge."""
    matrix = basis(SINE, MU, H, **options)
    coefficients = np.linalg.lstsq(matrix, np.ones(len(MU)), rcond=None)[0]
    assert np.max(abs(matrix @ coefficients - 1)) < 1e-6
    return coefficients


# Inputs of the example
a_nm, gap_nm = 2.5, 3.0
eps_ox, eps_si, temperature = 3.9, 11.7, 300.0
control_nm, neighbour_nm, carrier_depth_nm = 8.0, 10.0, 1.0
fermi_eV, barrier_eV, barrier_mass = 5.5, 4.0, 0.4
breakdown_MVcm = 10.0
h_nm = a_nm + gap_nm
H = h_nm / a_nm
a = a_nm * 1e-9
e, hbar, me = sc.e, sc.hbar, sc.m_e

# Capacitance: sphere images and closed form against direct Laplace solutions
for trial_H in (1.3, H, 5.0):
    numerical = laplace_solution(trial_H)[0]
    assert abs(image_charges(trial_H)[0].sum() - numerical) < 1e-6
    assert abs(closed_ratio(trial_H) - numerical) < 1e-6
ratio = closed_ratio(H)
assert 1.29 < ratio < 1.31
coefs = laplace_solution(H)
q, heights = image_charges(H)

# Image rule for one external charge on a grounded sphere
d = 1.8
outside = 1 / np.hypot(SINE, MU - d)
inside = -(1 / d) / np.hypot(SINE, MU - 1 / d)
assert np.max(abs(outside + inside)) < 1e-12

# Boundary values and flux of the complete image solution
sphere_values = image_potential(SINE, H + MU, q, heights)
plane_values = image_potential(np.linspace(0, 10, 41), np.zeros(41), q, heights)
assert np.max(abs(sphere_values - 1)) < 1e-12
assert np.max(abs(plane_values)) < 1e-12
radius, step = 1.1, 1e-4
outer = image_potential((radius + step) * SINE, H + (radius + step) * MU, q, heights)
inner = image_potential((radius - step) * SINE, H + (radius - step) * MU, q, heights)
flux_charge = -0.5 * radius**2 * np.sum(WEIGHT * (outer - inner) / (2 * step))
assert abs(flux_charge - coefs[0]) < 1e-6

# Rigorous bounds after a finite number of image charges
partial = np.cumsum(q)
defect = q / (H + heights - 1)
upper = partial / (1 - defect)
for N in range(8):
    truncated = image_potential(SINE, H + MU, q[:N + 1], heights[:N + 1])
    assert truncated.max() <= 1 + 1e-12
    assert truncated.min() >= 1 - defect[N] - 1e-12
    assert partial[N] <= coefs[0] + 1e-8 and coefs[0] <= upper[N] + 1e-8

# Uniform surface charge: averaged potential and resulting lower bound
mean_mirror = 0.5 * np.sum(WEIGHT / np.hypot(SINE, MU + 2 * H))
uniform_ratio = 1 / (1 - 1 / (2 * H))
assert abs(1 / (1 - mean_mirror) - uniform_ratio) < 1e-12
assert uniform_ratio < coefs[0]

# Largest field is sought over the sphere, using the independent solution
fd = 1e-4
radial_field = -(basis((1 + fd) * SINE, (1 + fd) * MU, H) @ coefs
                 - basis((1 - fd) * SINE, (1 - fd) * MU, H) @ coefs) / (2 * fd)
bottom = H - 1
bottom_field = np.sum(q / (heights - bottom)**2 + q / (heights + bottom)**2)
direct_bottom = ((basis(0, -1 + fd, H) @ coefs
                  - basis(0, -1 - fd, H) @ coefs)[0]) / (2 * fd)
assert abs(bottom_field - direct_bottom) < 1e-5
assert radial_field.max() <= bottom_field + 1e-5

# Dielectric substrate without mobile carriers
k = (eps_si - eps_ox) / (eps_si + eps_ox)


def above(z):
    return 1 / np.hypot(0.7, z - 1) - k / np.hypot(0.7, z + 1)


def below(z):
    return (1 - k) / np.hypot(0.7, z - 1)


assert abs(above(0) - below(0)) < 1e-12
slope_above = (above(fd) - above(-fd)) / (2 * fd)
slope_below = (below(fd) - below(-fd)) / (2 * fd)
assert abs(eps_ox * slope_above - eps_si * slope_below) < 1e-6
dielectric_ratio = image_charges(H, k)[0].sum()
assert abs(dielectric_ratio - laplace_solution(H, k=k)[0]) < 1e-7

# A second grounded plane, and a deeper substrate charge layer
H_gate = (a_nm + control_nm) / a_nm
gate_options = dict(H_gate=H_gate, repeats=200)
gate_coefs = laplace_solution(H, **gate_options)
gate_ratio = gate_coefs[0]
gate_x = np.linspace(0, 4, 9)
gate_values = basis(gate_x, np.full(9, H_gate), H, **gate_options) @ gate_coefs
assert np.max(abs(gate_values)) < 1e-5
assert gate_ratio > ratio
deep_ratio = closed_ratio((h_nm + carrier_depth_nm) / a_nm)
assert deep_ratio < ratio

# Capacitance and charging scales
C0 = 4 * np.pi * sc.epsilon_0 * eps_ox * a
C = C0 * ratio
step_V0, step_V = e / C0, e / C
charging0, charging = step_V0 / 2, step_V / 2
charge_grid = np.linspace(0, e, 1001)
work_eV = np.trapezoid(charge_grid / C, charge_grid) / e if hasattr(np, "trapezoid") \
    else np.trapz(charge_grid / C, charge_grid) / e
assert abs(work_eV / charging - 1) < 1e-10
kT = sc.k * temperature / e
field_MVcm = step_V / a * bottom_field / 1e8
electrons_breakdown = breakdown_MVcm / field_MVcm

# Potential from one charged neighbour, averaged over the sphere
D = neighbour_nm / a_nm
azimuth = 2 * np.pi * np.arange(64) / 64
X = SINE[:, None] * np.cos(azimuth)
Y = SINE[:, None] * np.sin(azimuth)
Z = MU[:, None]
neighbour_map = (1 / np.sqrt((X - D)**2 + Y**2 + Z**2)
                 - 1 / np.sqrt((X - D)**2 + Y**2 + (Z + 2 * H)**2))
neighbour_mean = 0.5 * np.sum(WEIGHT * neighbour_map.mean(axis=1))
neighbour_factor = 1 / D - 1 / np.hypot(D, 2 * H)
assert abs(neighbour_mean - neighbour_factor) < 1e-10
neighbour_V = step_V0 * neighbour_factor

# Free-electron level spacing and Thomas-Fermi penetration
volume = 4 * np.pi * a**3 / 3


def electron_number(energy_eV):
    return volume * (2 * me * energy_eV * e)**1.5 / (3 * np.pi**2 * hbar**3)


number = electron_number(fermi_eV)
spacing = 4 * fermi_eV / (3 * number)
density_of_states = (electron_number(fermi_eV + fd)
                     - electron_number(fermi_eV - fd)) / (2 * fd)
assert abs(spacing * density_of_states / 2 - 1) < 1e-7
screening = np.sqrt(2 * sc.epsilon_0 * fermi_eV * e / (3 * number / volume * e**2))
x_end = a / screening
radial = solve_ivp(lambda x, y: [y[1], y[0]], (0, x_end), [0, 1],
                   method="DOP853", rtol=1e-10, atol=1e-12)
u, du = radial.y[:, -1]
psi_over_slope = 1 / (du / u - 1 / x_end)
analytic_penetration = 1 / (1 / np.tanh(x_end) - 1 / x_end)
assert abs(psi_over_slope / analytic_penetration - 1) < 1e-7
penetration = eps_ox * screening / a * analytic_penetration
penetration_ratio = (1 + penetration) / (1 / ratio + penetration)

# Normal-incidence tunnelling through an unbiased rectangular oxide barrier
wave_k = np.sqrt(2 * me * fermi_eV * e) / hbar
kappa = np.sqrt(2 * barrier_mass * me * barrier_eV * e) / hbar
K = kappa / barrier_mass
decay = np.exp(-kappa * gap_nm * 1e-9)
matching = np.array([[1, -1, -decay, 0],
                     [-1j * wave_k, K, -K * decay, 0],
                     [0, decay, 1, -1],
                     [0, -K * decay, K, -1j * wave_k]], complex)
source = np.array([-1, -1j * wave_k, 0, 0], complex)
transmission = abs(np.linalg.solve(matching, source)[3])**2
thick_limit = 16 * wave_k**2 * K**2 / (wave_k**2 + K**2)**2 * decay**2
assert abs(transmission / thick_limit - 1) < 1e-4
velocity = np.sqrt(2 * fermi_eV * e / me)
attempt_rate = velocity / (4 * a)
escape_time = 1 / (attempt_rate * transmission)
width_eV = hbar / escape_time / e
assert width_eV < charging

print(f"Sphere radius: {a_nm:.1f} nm; gap: {gap_nm:.1f} nm; centre height: {h_nm:.1f} nm")
print(f"h/a: {H:.3f}; alpha: {np.arccosh(H):.5f} (dimensionless)")
print(f"Oxide, silicon relative permittivity (rough): {eps_ox:.1f}, {eps_si:.1f}")
print("n, q_n/q_1, height (nm), partial C/C0, upper bound C/C0:")
for n in range(6):
    print(f"  {n+1}  {q[n]:.6f}  {heights[n]*a_nm:.5f}  {partial[n]:.6f}  {upper[n]:.6f}")
print(f"C/C0, closed formula: {ratio:.6f} (dimensionless)")
print(f"C/C0, direct Laplace solution: {coefs[0]:.6f} (dimensionless)")
print(f"Capacitance increase: {100*(ratio-1):.2f} percent")
print(f"C/C0, uniform-charge lower bound: {uniform_ratio:.6f} (dimensionless)")
for trial_gap in (1.0, 2.0, 5.0, 10.0):
    print(f"C/C0 at gap {trial_gap:.1f} nm: {closed_ratio(1+trial_gap/a_nm):.4f}")
print(f"Isolated capacitance C0: {C0*1e18:.4f} aF")
print(f"Capacitance C near plane: {C*1e18:.4f} aF")
print(f"Voltage step e/C0, e/C: {step_V0*1e3:.2f}, {step_V*1e3:.2f} mV")
print(f"Charging energy isolated, near plane: {charging0:.5f}, {charging:.5f} eV")
print(f"Temperature: {temperature:.0f} K; kT: {kT:.5f} eV")
print(f"Charging energy near plane / kT: {charging/kT:.3f}")
print(f"Dielectric substrate image factor k: {k:.4f}")
print(f"C/C0, dielectric substrate: {dielectric_ratio:.4f}")
print(f"Carrier-layer depth (rough): {carrier_depth_nm:.1f} nm")
print(f"C/C0, metal plane lowered by that depth: {deep_ratio:.4f}")
print(f"Control-oxide thickness: {control_nm:.1f} nm; C/C0 with gate: {gate_ratio:.4f}")
print(f"Neighbour distance: {neighbour_nm:.1f} nm; shift: {neighbour_V*1e3:.2f} mV/electron")
print(f"Metal Fermi energy (rough): {fermi_eV:.1f} eV; electrons: {number:.0f}")
print(f"Mean level spacing: {spacing*1e3:.3f} meV")
print(f"Thomas-Fermi screening length: {screening*1e9:.4f} nm")
print(f"Added inverse capacitance times C0: {penetration:.4f}")
print(f"C/C0 with penetration in both capacitances: {penetration_ratio:.4f}")
print(f"Maximum field on sphere: {field_MVcm:.4f} MV/cm per electron")
print(f"Breakdown field (rough): {breakdown_MVcm:.1f} MV/cm")
print(f"Electrons to reach breakdown field: {electrons_breakdown:.1f}")
print(f"Barrier (rough): {barrier_eV:.1f} eV; tunnelling mass: {barrier_mass:.1f} m_e")
print(f"Normal-incidence transmission: {transmission:.2e}")
print(f"Attempt rate: {attempt_rate:.2e} 1/s; crude escape time: {escape_time:.1e} s")
print(f"Tunnelling level width: {width_eV:.1e} eV")
print("ALL CHECKS PASSED")
```

It prints:

```
Sphere radius: 2.5 nm; gap: 3.0 nm; centre height: 5.5 nm
h/a: 2.200; alpha: 1.42542 (dimensionless)
Oxide, silicon relative permittivity (rough): 3.9, 11.7
n, q_n/q_1, height (nm), partial C/C0, upper bound C/C0:
  1  1.000000  5.50000  1.000000  1.416667
  2  0.227273  4.93182  1.227273  1.321970
  3  0.054466  4.90087  1.281739  1.304216
  4  0.013092  4.89909  1.294831  1.300218
  5  0.003147  4.89899  1.297978  1.299272
  6  0.000757  4.89898  1.298735  1.299046
C/C0, closed formula: 1.298974 (dimensionless)
C/C0, direct Laplace solution: 1.298974 (dimensionless)
Capacitance increase: 29.90 percent
C/C0, uniform-charge lower bound: 1.294118 (dimensionless)
C/C0 at gap 1.0 nm: 1.6088
C/C0 at gap 2.0 nm: 1.3978
C/C0 at gap 5.0 nm: 1.2012
C/C0 at gap 10.0 nm: 1.1112
Isolated capacitance C0: 1.0848 aF
Capacitance C near plane: 1.4092 aF
Voltage step e/C0, e/C: 147.69, 113.70 mV
Charging energy isolated, near plane: 0.07384, 0.05685 eV
Temperature: 300 K; kT: 0.02585 eV
Charging energy near plane / kT: 2.199
Dielectric substrate image factor k: 0.5000
C/C0, dielectric substrate: 1.1291
Carrier-layer depth (rough): 1.0 nm
C/C0, metal plane lowered by that depth: 1.2403
Control-oxide thickness: 8.0 nm; C/C0 with gate: 1.3401
Neighbour distance: 10.0 nm; shift: 12.09 mV/electron
Metal Fermi energy (rough): 5.5 eV; electrons: 3834
Mean level spacing: 1.913 meV
Thomas-Fermi screening length: 0.0588 nm
Added inverse capacitance times C0: 0.0940
C/C0 with penetration in both capacitances: 1.2665
Maximum field on sphere: 0.7372 MV/cm per electron
Breakdown field (rough): 10.0 MV/cm
Electrons to reach breakdown field: 13.6
Barrier (rough): 4.0 eV; tunnelling mass: 0.4 m_e
Normal-incidence transmission: 4.76e-17
Attempt rate: 1.39e+14 1/s; crude escape time: 1.5e+02 s
Tunnelling level width: 4.4e-18 eV
ALL CHECKS PASSED
```
